# Retrograde solubility of impurities in silicon

**Q:** I put a metal film on a silicon wafer, anneal until the wafer is saturated, and measure the dissolved metal. For several metals the saturated concentration rises with annealing temperature, passes through a maximum, and falls again before silicon melts. I expected heat to help an atom dissolve. What takes over near the melting point?

**A:** The source of metal changes. A solubility is a limit set by equilibrium with another phase, and at these temperatures that phase is a liquid. The molten film dissolves silicon until the liquid is saturated with it. The hotter the anneal, the more silicon it takes up, and the more dilute the metal in it becomes. At the melting point $T_m$ of pure silicon, the liquid in equilibrium with the crystal is pure silicon. It contains no metal, so it can hold none in the crystal.

**Q:** Then every impurity of this kind must have its maximum below $T_m$. Is that all there is to explain?

**A:** No. It shows that being below $T_m$ is not the distinctive feature. In an ordinary eutectic system the solubility also vanishes at $T_m$, and it grows on cooling down to the eutectic temperature $T_e$, where the last liquid freezes. Its maximum is at $T_e$. Your curves turn over above $T_e$, while liquid is still present. That is retrograde solubility, and it requires a condition on the enthalpy of dissolution.

**Q:** Write down the equilibrium, so that I can see where this enthalpy enters.

**A:** Let $x_s$ and $x_l$ be the atomic fractions of solute in the solid and in the liquid. I measure energies per atom, at constant pressure, from pure solid silicon and pure liquid solute. Moving one solute atom from its own liquid into solid silicon costs an enthalpy $H$ and brings an entropy $S$, not counting the entropy of mixing. For ideal mixing in the solid, the chemical potentials are

$$\mu_{B}^{s}=H-TS+kT\ln x_s,\qquad \mu_{\rm Si}^{s}=kT\ln(1-x_s).$$

Let silicon melt with enthalpy $L$, taken as constant. Its melting entropy is $L/T_m$, because the two phases have equal Gibbs energies at $T_m$. Pure liquid silicon at temperature $T$ therefore lies above the solid by $L-TL/T_m$. If the liquid is also ideal,

$$\mu_{B}^{l}=kT\ln x_l,\qquad \mu_{\rm Si}^{l}=L\left(1-\frac{T}{T_m}\right)+kT\ln(1-x_l).$$

In equilibrium each species has the same chemical potential in both phases. For the solute, $H-TS+kT\ln x_s=kT\ln x_l$, so

$$x_s=x_l\,e^{S/k-H/kT}.$$

For silicon, the term $kT\ln(1-x_s)\approx-kTx_s$ is negligible beside $kT\ln(1-x_l)$ when $x_s\ll x_l$. Setting the rest to zero and dividing by $kT$ gives

$$\ln(1-x_l)=-\frac{L}{k}\left(\frac1T-\frac1{T_m}\right).$$

This is the liquidus. The solubility is the product

$$x_s(T)=\left[1-e^{-(L/k)(1/T-1/T_m)}\right]e^{S/k-H/kT}.$$

On cooling, the bracket grows from zero. For $H>0$, the exponential that follows it shrinks.

**Q:** A growing factor times a shrinking one need not have a maximum. Where does this one turn over?

**A:** Differentiate the logarithm. From the liquidus,

$$\frac{dx_l}{dT}=-\frac{L(1-x_l)}{kT^2},\qquad \frac{d}{dT}\left(-\frac{H}{kT}\right)=\frac{H}{kT^2}.$$

Dividing the first by $x_l$ and adding the second gives

$$\frac{d\ln x_s}{dT}=\frac{1}{kT^2}\left[H-L\,\frac{1-x_l}{x_l}\right].$$

Close to $T_m$, $x_l$ is small, the second term is large, and the slope is negative: solubility rises on cooling. As the liquid becomes richer in solute, $(1-x_l)/x_l$ falls steadily. For $H>0$ the bracket changes sign once, which makes the turning point a maximum. It occurs when $Hx_l=L(1-x_l)$, or

$$x_l^*=\frac{L}{L+H},\qquad 1-x_l^*=\frac{H}{L+H}.$$

Putting the second expression into the liquidus gives

$$\frac1{T^*}=\frac1{T_m}+\frac kL\ln\left(1+\frac LH\right).$$

The entropy $S$ is absent. As long as the solid stays dilute, $x_s\ll x_l$, it multiplies the whole curve by a constant and does not move its peak. The result applies if $T^*$ lies above the eutectic, since below $T_e$ the liquid is no longer the stable partner.

**Q:** Put in numbers for a metal I might meet.

**A:** Take rough values in the regime of gold in silicon: $T_m=1687$ K, $L=0.52$ eV, $H=1.5$ eV and $S=0$. Then $L/H=0.3467$ and $\ln(1.3467)=0.2976$. With $k=8.617\times10^{-5}$ eV/K,

$$\frac1{T^*}=5.928\times10^{-4}+1.657\times10^{-4}\times0.2976=6.421\times10^{-4}\ {\rm K^{-1}}.$$

Thus $T^*=1557$ K, or 1284 °C, which is 130 K below the melting point. The liquid there has $x_l^*=0.52/2.02=0.257$. The exponential factor is $1.40\times10^{-5}$, so $x_s=3.60\times10^{-6}$. Multiplying by $4.99\times10^{22}$ silicon atoms per cm³ gives $1.8\times10^{17}$ cm⁻³.

The peak can also be found without the formula for $x_s$. Raise the solute content of the solid until the tangent to its Gibbs-energy curve first touches the curve of the liquid or the point for solid solute. Doing this numerically at many temperatures puts the maximum at 1557.4 K, in agreement with the formula.

**Q:** Show me the competition itself, not just its result.

**A:** Cool from 1680 K to the peak. The solute fraction of the liquid rises from 0.0148 to 0.257, a factor of 17.4. The exponential falls from $3.16\times10^{-5}$ to $1.40\times10^{-5}$, a factor of 2.26. The solubility grows by $17.4/2.26=7.7$.

Now cool from the peak to 1273 K. The liquid goes from 0.257 to 0.688, a gain of only 2.67, while the exponential drops by a factor of 12.1. The solubility falls to 0.22 of its peak value. The liquid has little left to give: even pure solute would be only $1/0.257=3.9$ times richer than the liquid at the peak. The loss from the exponential has no comparable limit.

At the peak the two rates cancel. Per kelvin of cooling, enrichment of the liquid raises the solubility by 0.72 %, and the enthalpy lowers it by 0.72 %.

**Q:** So a large $H$ is what pushes the maximum below the melting point?

**A:** It does the reverse. The liquidus forces the maximum below $T_m$, and a larger $H$ moves it back up towards $T_m$. What $H$ must do is lift the maximum off the eutectic. To see how much is needed, we have to locate $T_e$.

Suppose that the solute forms no compound with silicon and freezes as a nearly pure solid, with melting point $T_B$ and melting enthalpy $L_B$. By the argument used for silicon, its solid lies at $-L_B(1-T/T_B)$ relative to its liquid. At the eutectic the liquid is in equilibrium with both solids, so its composition obeys the silicon liquidus and also

$$\ln x_l=-\frac{L_B}{k}\left(\frac1T-\frac1{T_B}\right).$$

With rough values $T_B=1340$ K and $L_B=0.13$ eV, the two curves meet at $T_e=1140$ K and $x_e=0.8205$.

The maximum is retrograde if solubility is already falling as we cool towards $T_e$ from above. The slope formula then requires

$$H>L\,\frac{1-x_e}{x_e}=0.52\times\frac{0.1795}{0.8205}=0.114\ {\rm eV}.$$

Our $H=1.5$ eV is about thirteen times this threshold.

**Q:** That threshold is not large at all.

**A:** It is small here because the eutectic liquid is rich in solute. With $x_e=0.5$ it would be $L$ itself, 0.52 eV. Within this model, that is why retrograde solubility is easily reached in silicon by solutes whose liquidus runs far towards the solute side: the silicon left in the eutectic liquid is scarce, and a modest $H$ outweighs it. Near the threshold the solid stays dilute only if $S$ is strongly negative. With $H=0.2$ eV and $S=0$ it would hold about 12 % solute, and the peak would lie near 1275 K instead of the 1242 K given by the formula for $T^*$. "Large" means large compared with $L(1-x_e)/x_e$, not compared with $kT$ or with $L$.

**Q:** Could the solubility rise again below the eutectic and beat this maximum?

**A:** Not for this solute. Below $T_e$ the crystal is in equilibrium with solid solute. Equating $H-TS+kT\ln x_s$ to $-L_B(1-T/T_B)$ gives

$$\ln x_s=\frac Sk-\frac{H}{kT}-\frac{L_B}{k}\left(\frac1T-\frac1{T_B}\right),\qquad \frac{d\ln x_s}{dT}=\frac{H+L_B}{kT^2}.$$

For $H+L_B>0$ the solubility falls all the way down on cooling. The overall maximum is therefore at $T^*$ or at $T_e$, whichever is higher.

**Q:** Can you change the enthalpy alone and watch the peak move?

**A:** Changing $H$ alone would also change the solubility by orders of magnitude, and for small $H$ the solid would no longer be dilute. A cleaner comparison holds fixed the distribution coefficient at the melting point,

$$k_0=e^{S/k-H/kT_m}=3.30\times10^{-5},$$

by adjusting $S$ along with $H$. The values of $S$ this requires are a device for isolating $H$, not a proposal for real solutes. The tangent construction then gives these maxima:

| $H$ (eV) | Peak (K) |
|---|---|
| 0.05 | 1140 |
| 0.20 | 1242 |
| 0.50 | 1407 |
| 1.50 | 1557 |
| 3.00 | 1615 |

The first value of $H$ is below the threshold, and its peak sits at the eutectic. The others are above it, and their peaks climb towards 1687 K. All five agree with the higher of $T^*$ and $T_e$.

**Q:** What happens when $H$ is very large?

**A:** For $L/H\ll1$, $\ln(1+L/H)\approx L/H$, and

$$\frac1{T^*}-\frac1{T_m}\to\frac kH.$$

The melting enthalpy drops out. The reason is visible close to $T_m$. Put $u=1/T-1/T_m$. For small $u$ the liquidus is a straight line, $x_l\approx Lu/k$, and

$$x_s\approx k_0\,\frac{L}{k}\,u\,e^{-Hu/k}.$$

The factor $L$ sets the height of this curve but not the position of its maximum, which is $u=k/H$.

Since $\ln(1+y)<y$ for $y>0$, the same expression is a bound for the ideal liquid: there $u$ at the peak is smaller than $k/H$. For our numbers the ideal-liquid peak must lie above 1538 K, and it is at 1557 K. An attracting liquid can push the peak below this bound, as the example further on shows.

The height without this approximation follows by inserting $u^*=(k/L)\ln(1+L/H)$:

$$x_s^*=k_0\,\frac{L}{L+H}\left(1+\frac LH\right)^{-H/L}.$$

Here the last factor is $e^{-0.2976/0.3467}=0.424$, and $3.30\times10^{-5}\times0.257\times0.424=3.60\times10^{-6}$, as before. The small-$u$ form gives a height $k_0L/(eH)=4.2\times10^{-6}$, which is 17 % too high relative to the full result. Its straight liquidus overstates the solute in the liquid.

**Q:** Molten metal and silicon are hardly an ideal mixture. Does the argument survive?

**A:** It survives in a more general form. Let $s_i$ and $h_i$ be the partial entropy and enthalpy per atom of species $i$. In the solid, a change of temperature and composition gives

$$d\mu_i=-s_i^{s}\,dT+\frac{\partial\mu_i^{s}}{\partial x_s}\,dx_s.$$

In any liquid at constant pressure, the Gibbs–Duhem relation reads

$$(1-x_l)\,d\mu_{\rm Si}+x_l\,d\mu_B=-\left[(1-x_l)s_{\rm Si}^{l}+x_ls_B^{l}\right]dT.$$

Along the coexistence line the $d\mu_i$ are the same in both phases, so the first expression can be inserted in the second. With ideal mixing kept in the solid, $\partial\mu_{\rm Si}^{s}/\partial x_s=-kT/(1-x_s)$ and $\partial\mu_B^{s}/\partial x_s=kT/x_s$. The coefficient of $dx_s$ is then

$$kT\left[\frac{x_l}{x_s}-\frac{1-x_l}{1-x_s}\right]=kT\,\frac{x_l-x_s}{x_s(1-x_s)}.$$

The entropy terms combine into the differences $s_i^{l}-s_i^{s}$. Equal chemical potentials mean $h_i^{l}-h_i^{s}=T(s_i^{l}-s_i^{s})$. Define

$$Q=(1-x_l)(h_{\rm Si}^{l}-h_{\rm Si}^{s})+x_l(h_B^{l}-h_B^{s}).$$

This is the heat absorbed when atoms leave the solid to make one atom's worth of the equilibrium liquid. The result is

$$\frac{d\ln x_s}{dT}=-\frac{Q\,(1-x_s)}{kT^2\,(x_l-x_s)}.$$

For $x_l>x_s$, the solubility is stationary where $Q=0$, whatever the interactions in the liquid. For the ideal liquid $Q=(1-x_l)L-x_lH$, and with $x_s\ll x_l$ the earlier slope returns.

**Q:** How can forming a liquid absorb no heat?

**A:** The silicon atoms absorb $L$ each on melting. Each solute atom returns $H$, because it leaves a crystal in which it was costly to place. At 1650 K the liquid is mostly silicon and $Q=+0.36$ eV. At 1557 K the two parts cancel. At 1273 K the liquid is mostly solute and $Q=-0.87$ eV, so forming it releases heat. Cooling favours processes that release heat, which is why the crystal expels solute into liquid as it cools below $T^*$.

**Q:** Do you mean that a solid crystal can start to melt when I cool it?

**A:** In equilibrium, yes; this is retrograde melting. Take a crystal with $1.0\times10^{17}$ cm⁻³ of our solute. It is a single solid between 1395 K and 1650 K. Heating it past 1650 K produces a silicon-rich liquid. Cooling it past 1395 K also produces liquid, now more than half solute.

The amount is small. Saturate a crystal at the peak and cool it to 1273 K, where the solid can hold $x_s=0.6875\times1.152\times10^{-6}=7.9\times10^{-7}$. Conservation of solute gives the fraction of atoms in the liquid,

$$f=\frac{3.60\times10^{-6}-0.79\times10^{-6}}{0.6875-7.9\times10^{-7}}=4.1\times10^{-6}.$$

These few parts per million carry 78 % of the solute. Droplets need time and nucleation sites to form, so a fast quench can keep the solute dissolved beyond its equilibrium limit.

**Q:** How close is all this to real gold in silicon?

**A:** The measured maximum is roughly $10^{17}$ cm⁻³ near 1300 °C, so the model peak is in the right region. That is not an independent prediction, because $H$ and $S$ were chosen for this regime. The eutectic is far off: the real one is near 640 K, against 1140 K in the model. One clear omission is the attraction between gold and silicon in the melt.

To size this, add a regular-solution enthalpy $Wx_l(1-x_l)$ to the liquid, with a rough $W=-0.3$ eV and everything else fixed. Then

$$Q=(1-x_l)L+Wx_l(1-x_l)-x_lH.$$

The eutectic drops to 862 K, still above the real one. The peak moves down by 34 K to 1523 K, but its height falls to 0.18 of the ideal value, or $3.3\times10^{16}$ cm⁻³. The height is sensitive because attraction multiplies the solute's activity in the liquid by $e^{W(1-x_l)^2/kT}$. At the new peak, where $x_l=0.231$, this factor is 0.26. Most of the remaining loss arises because an ideal liquid at the same temperature would hold more solute, $x_l=0.319$. Raising $S$ by $k\ln(1/0.18)\approx1.7k$ would restore the height without moving the peak. A fitted $S$ therefore absorbs errors in the liquid model and should not be read as a pure property of the dissolved atom.

**Q:** Are there other corrections I should worry about?

**A:** Two move the peak little for these numbers, although the second can change its height. Let the heat capacity of liquid silicon differ from that of the solid by a rough $-0.2k$ per atom: the peak shifts by 0.2 K and its height changes by 0.2 %. The solute may also be ionized, and its solubility then depends on the Fermi level. With a rough gap of 0.65 eV for hot silicon and carrier masses near the free-electron mass, there are about $3\times10^{19}$ cm⁻³ intrinsic carriers at the peak. The solute amounts to 0.6 % of that, so it barely moves the Fermi level by itself. That does not make ionization negligible. With rough gold levels, an acceptor near midgap and a donor about 0.35 eV above the valence band, more than half of the solute is charged at the peak even in intrinsic silicon. Relative to the neutral species alone, this raises the height by a factor of about 2 to 6 and moves the peak up by about 3 to 10 K, depending on how the levels follow the shrinking gap. A fitted $H$ and $S$ absorb this. In a wafer doped with something else to a level comparable with the intrinsic carrier density, the Fermi level shifts and the charged part changes as well.

Two other cases need a different calculation. Copper, nickel and iron form silicides. Below the temperature at which silicide gives way to liquid, roughly 1075, 1270 and 1480 K for these three metals, the silicide is the partner, and this exchange temperature takes the role of $T_e$. Above it the partner is a liquid and the argument above applies. For these metals the maximum lies above the exchange, so they are retrograde too. The maximum sits at the exchange only when $T^*$ falls below it. Phosphorus and arsenic dissolve to the order of a per cent, where self-doping and interactions between dopants matter.

**Q:** So what should I do if I want the most metal in solution?

**A:** If the source phase is a liquid at the annealing temperature and the anneal is long enough for equilibrium, work near the maximum of the measured solubility curve, not as hot as possible. The ideal $T^*$ is only a first estimate of that temperature. In the ideal model, going from 1557 K to 1650 K lowers the saturated concentration from $1.8\times10^{17}$ to $1.0\times10^{17}$ cm⁻³. The curve is flat near its maximum, so a small error in either direction costs little: the model gives $1.6\times10^{17}$ cm⁻³ at 1500 K and $1.7\times10^{17}$ cm⁻³ at 1600 K. Then cool quickly, because every equilibrium state on the way down holds less. The numerical output lists the solubility and the two competing factors at seven temperatures.

## Computed results

```
INPUTS (rough, regime of gold in silicon)
silicon: Tm = 1687 K, L = 0.52 eV, sites = 4.994e+22 cm^-3
solute: TB = 1340 K, LB = 0.13 eV, H = 1.50 eV, S = 0.0 k
Boltzmann constant = 8.6173e-05 eV/K
IDEAL LIQUID
distribution coefficient at Tm = 3.303e-05
eutectic: Te = 1139.7 K, solute fraction xe = 0.8205
threshold enthalpy for retrograde maximum = 0.1138 eV
peak temperature, formula = 1557.41 K = 1284.3 C
peak temperature, Gibbs energies = 1557.41 K
distance of peak below Tm = 129.6 K
lower bound on peak temperature = 1537.9 K
liquid solute fraction at peak = 0.2574
peak solubility = 3.603e-06 = 1.799e+17 cm^-3
at peak, d ln(x_l)/dT from Gibbs energies = -7.1766e-03 1/K
at peak, H/(k T^2) = 7.1765e-03 1/K
T (K) | x_l | exp(S/k-H/kT) | solubility (cm^-3) | Q (eV)
1680.0 | 0.0148 | 3.164e-05 | 2.337e+16 | +0.490
1650.0 | 0.0771 | 2.620e-05 | 1.009e+17 | +0.364
1600.0 | 0.1768 | 1.885e-05 | 1.663e+17 | +0.163
1557.4 | 0.2574 | 1.400e-05 | 1.799e+17 | -0.000
1500.0 | 0.3598 | 9.125e-06 | 1.639e+17 | -0.207
1400.0 | 0.5197 | 3.983e-06 | 1.034e+17 | -0.530
1273.0 | 0.6875 | 1.152e-06 | 3.956e+16 | -0.869
ENTHALPY SWEEP at fixed distribution coefficient at Tm
H (eV) | peak from Gibbs energies (K) | predicted (K)
0.05 | 1139.7 | 1139.7
0.20 | 1242.2 | 1242.2
0.50 | 1406.6 | 1406.6
1.50 | 1557.4 | 1557.4
3.00 | 1614.8 | 1614.8
solid fraction in concentrated slope test = 0.0099
RETROGRADE MELTING
crystal with 1.0e+17 cm^-3: single solid from 1394.6 K to 1650.4 K
saturated at peak, cooled to 1273 K: liquid atomic fraction = 4.088e-06
NEGLECTED EFFECTS (rough sizes)
liquid attraction W = -0.30 eV: peak 1523.2 K, shift -34.2 K
  peak solubility = 3.252e+16 cm^-3, ratio to ideal = 0.181
  liquid solute fraction at peak = 0.2310, eutectic = 862.2 K
heat-capacity difference -0.2 k: peak shift = -0.18 K, solubility ratio = 1.0019
hot silicon: gap = 0.65 eV, masses = 1.1, 1.0 m_e
intrinsic carriers at peak = 2.83e+19 cm^-3, solute/carriers = 0.0064
```
